# Hyperfine constants of a d9 ion with an x2-y2 hole: verification in Python

```python
# Result under test: hyperfine constants of a d9 ion with its hole in x2-y2,
#   A_par  = P(-kappa - 4/7 + dg_par + 3 dg_perp/7)
#   A_perp = P(-kappa + 2/7 + 11 dg_perp/14)
# to first order in zeta/gap. P = (mu0/4pi) 2 mu_B g_N mu_N <r^-3>;
# dg = g - g_e; kappa = contact parameter; zeta = one-electron spin-orbit
# constant (> 0); gaps = energies of x2-y2 above xy, (xz,yz) and z2.
# Reference: diagonalization in the space of nine-electron determinants.
import numpy as np
import scipy.sparse as sp
from scipy import constants as sc

g_e = -sc.physical_constants['electron g factor'][0]
mu_B = sc.physical_constants['Bohr magneton'][0]
mu_N = sc.physical_constants['nuclear magneton'][0]
a0 = sc.physical_constants['Bohr radius'][0]

# ---- angular quadrature, exact for the polynomials used ----
ct, wt = np.polynomial.legendre.leggauss(12)
phi = 2*np.pi*(np.arange(24) + 0.5)/24
C, F = np.meshgrid(ct, phi, indexing='ij')
Sn = np.sqrt(1 - C**2)
unit = np.array([Sn*np.cos(F), Sn*np.sin(F), C]).reshape(3, -1)
w = np.repeat(wt, 24)*2*np.pi/24

# ---- real d orbitals as quadratic forms r.M.r ----
X2Y2, XY, XZ, YZ, Z2 = range(5)
N = np.sqrt(15/(4*np.pi))
M = np.zeros((5, 3, 3))
M[X2Y2] = np.diag([N/2, -N/2, 0])
M[XY][0, 1] = M[XY][1, 0] = N/2
M[XZ][0, 2] = M[XZ][2, 0] = N/2
M[YZ][1, 2] = M[YZ][2, 1] = N/2
M[Z2] = np.diag([-1, -1, 2])*N/(2*np.sqrt(3))
Y = np.einsum('in,aij,jn->an', unit, M, unit)
gradY = 2*np.einsum('aij,jn->ain', M, unit)
assert np.allclose(np.einsum('n,an,bn->ab', w, Y, Y), np.eye(5), atol=1e-12)

# orbital momentum -i r x grad, and q_ij = 3 r_i r_j - delta_ij
LY = np.array([-1j*np.cross(unit.T, gradY[b].T).T for b in range(5)])
l = np.einsum('n,an,bkn->kab', w, Y, LY)
qfun = 3*np.einsum('in,jn->ijn', unit, unit) - np.eye(3)[:, :, None]
q = np.einsum('n,ijn,an,bn->ijab', w, qfun, Y, Y)
assert np.allclose(l[0]@l[1] - l[1]@l[0], 1j*l[2], atol=1e-12)
assert np.isclose(l[2][XY, X2Y2], 2j)
assert np.isclose(l[0][YZ, X2Y2], -1j) and np.isclose(l[1][XZ, X2Y2], -1j)
assert np.allclose(l[:, Z2, X2Y2], 0, atol=1e-12)
assert np.isclose(q[2, 2, X2Y2, X2Y2], -4/7)
assert np.isclose(q[0, 0, X2Y2, X2Y2], 2/7)
assert np.isclose(q[1, 1, X2Y2, X2Y2], 2/7)
assert np.isclose(q[2, 0, X2Y2, XZ], 3/7)
assert np.isclose(q[2, 1, X2Y2, YZ], -3/7)
assert abs(q[0, 1, X2Y2, XY]) < 1e-12

# ---- field at the origin of a magnetization n(r) z_hat, from its current ----
rad, wr = np.polynomial.laguerre.laggauss(12)   # weight exp(-r)
zhat = np.array([0.0, 0.0, 1.0])


def field_at_nucleus(gradient):
    """Biot-Savart integral in units mu0/4pi; gradient(r) omits exp(-r)."""
    total = 0.0
    for r, weight in zip(rad, wr):
        current = np.cross(gradient(r).T, zhat)
        total += weight*np.sum(w*np.cross(current, -unit.T)[:, 2])
    return total


contact_factor = field_at_nucleus(lambda r: -unit)      # n = exp(-r), n(0) = 1
assert np.isclose(contact_factor, 8*np.pi/3, rtol=1e-10)
f0, gf0 = Y[X2Y2], gradY[X2Y2]                         # n = r^4 f0^2 exp(-r)
dip_field = field_at_nucleus(lambda r: 2*r**3*f0*gf0 - r**4*f0**2*unit)
inv_r3 = np.sum(wr*rad**3)
dip_ratio = dip_field/inv_r3
assert np.isclose(dip_ratio, -4/7, rtol=1e-9)

# ---- nine-electron space built from fermion operators ----
lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
parity = sp.diags([1.0, -1.0])
annihilate = []
for site in range(10):
    op = sp.identity(1)
    for k in range(10):
        factor = parity if k < site else lower if k == site else sp.identity(2)
        op = sp.kron(op, factor, format='csr')
    annihilate.append(op)
sector = np.array([i for i in range(1024) if bin(i).count('1') == 9])
T = np.zeros((10, 10, 10, 10))
for p in range(10):
    for k in range(10):
        product = (annihilate[p].T @ annihilate[k]).tocsr()
        T[p, k] = product[sector][:, sector].toarray()


def lift(one_electron):
    """Sum of a one-electron operator over the nine electrons."""
    return np.einsum('pq,pqij->ij', one_electron, T)


sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
s = sigma/2
I2, I5 = np.eye(2), np.eye(5)
L = np.array([lift(np.kron(l[k], I2)) for k in range(3)])
S = np.array([lift(np.kron(I5, s[k])) for k in range(3)])
so_one = sum(np.kron(l[k], s[k]) for k in range(3))
SO = lift(so_one)
DIP = np.array([lift(sum(np.kron(q[k, j], s[j]) for j in range(3)))
                for k in range(3)])

# hole rules: sign reversal of spin-orbit coupling, form of the dipolar term
assert np.allclose(SO, -sum(L[k]@S[k] for k in range(3)), atol=1e-12)
for k in range(3):
    hole_form = sum(-lift(np.kron(q[k, j], I2))@S[j] for j in range(3))
    assert np.allclose(DIP[k], hole_form, atol=1e-12)

# reference doublet: hole in x2-y2; missing up electron means S_z = -1/2
minus = np.zeros(10, complex)
minus[np.where(sector == 1023 - 2**(9 - 2*X2Y2))[0][0]] = 1
plus = (S[0] + 1j*S[1])@minus
assert np.allclose(S[2]@plus, plus/2) and np.allclose(S[2]@minus, -minus/2)
reference = np.array([plus, minus]).T


def doublet(zeta, gaps):
    """g tensor and the spin, dipolar and orbital tensors (units of P)."""
    d_xy, d_xz, d_z2 = gaps
    field = np.diag([0.0, -d_xy, -d_xz, -d_xz, -d_z2])
    energies, vectors = np.linalg.eigh(lift(np.kron(field, I2)) + zeta*SO)
    ground = vectors[:, :2]
    u, _, vh = np.linalg.svd(ground.conj().T@reference)
    basis = ground@(u@vh)

    def tensor(ops):
        small = [basis.conj().T@op@basis for op in ops]
        return np.array([[np.trace(small[k]@sigma[j]).real
                          for k in range(3)] for j in range(3)])
    return tensor(L + g_e*S), tensor(S), tensor(DIP), tensor(L)


# ---- slopes in zeta of every part, for several gap sets ----
for gaps in [(16000, 20000, 14000), (12000, 17000, 9000), (21000, 13000, 25000)]:
    up, down = doublet(1.0, gaps), doublet(-1.0, gaps)
    slope_g, slope_s, slope_d, slope_o = [(a - b)/2 for a, b in zip(up, down)]
    gpar, gperp = 8/gaps[0], 2/gaps[1]
    assert np.allclose(slope_g, np.diag([gperp, gperp, gpar]), rtol=1e-5, atol=1e-9)
    assert np.allclose(slope_o, np.diag([gperp, gperp, gpar]), rtol=1e-5, atol=1e-9)
    assert np.allclose(slope_s, 0, atol=1e-9)
    expected = np.diag([-3*gperp/14, -3*gperp/14, 3*gperp/7])
    assert np.allclose(slope_d, expected, rtol=1e-5, atol=1e-9)

# ---- worked example ----
gaps = (16000.0, 20000.0, 14000.0)
zeta, g_N, r3, kappa = 500.0, 1.5, 7.0, 0.3
P = sc.mu_0/(4*np.pi)*2*mu_B*g_N*mu_N*r3/a0**3/sc.h/1e6   # MHz


def formula(dg_par, dg_perp):
    return np.array([-kappa - 4/7 + dg_par + 3*dg_perp/7,
                     -kappa + 2/7 + 11*dg_perp/14])


def diagonalized(z, spin_factor=1.0):
    g, spin, dip, orb = doublet(z, gaps)
    A = -kappa*spin + spin_factor*dip + orb
    return np.array([A[2, 2], A[0, 0]]), np.array([g[2, 2], g[0, 0]]) - g_e


def error(z):
    return diagonalized(z)[0] - formula(8*z/gaps[0], 2*z/gaps[1])


ratio = error(20.0)/error(10.0)
assert np.all(np.abs(ratio - 4) < 0.1)       # the neglected part is quadratic

dg = np.array([8*zeta/gaps[0], 2*zeta/gaps[1]])
A1 = P*formula(*dg)
Afull, dgfull = diagonalized(zeta)
Afull = P*Afull
Ag = P*formula(*dgfull)
Age = P*diagonalized(zeta, g_e/2)[0]
P_fit = (Afull[0] - Afull[1])/(-6/7 + dgfull[0] - 5*dgfull[1]/14)
kappa_fit = -4/7 + dgfull[0] + 3*dgfull[1]/7 - Afull[0]/P_fit
rho_s = -kappa*r3/(contact_factor*g_e/2)
to_wave = 1e6/(100*sc.c)*1e4


def show(label, value, unit='', digits=4):
    print(f'{label}: {value:.{digits}f} {unit}'.rstrip())


show('gap x2-y2 to xy', gaps[0], 'cm^-1', 0)
show('gap x2-y2 to xz,yz', gaps[1], 'cm^-1', 0)
show('gap x2-y2 to z2', gaps[2], 'cm^-1', 0)
show('spin-orbit constant zeta', zeta, 'cm^-1', 0)
show('nuclear g factor g_N', g_N, '', 1)
show('<r^-3>', r3, 'a0^-3', 1)
show('kappa', kappa, '', 1)
show('free-electron g_e', g_e, '', 6)
show('P/h', P, 'MHz', 2)
show('spin density at nucleus implied by kappa', rho_s, 'a0^-3')
show('contact field factor from current (8pi/3)', contact_factor, '', 6)
show('dipolar zz average from current (-4/7)', dip_ratio, '', 6)
show('q_zz in x2-y2', q[2, 2, X2Y2, X2Y2], '', 6)
show('q_xx in x2-y2', q[0, 0, X2Y2, X2Y2], '', 6)
show('q_zx between x2-y2 and xz', q[2, 0, X2Y2, XZ], '', 6)
show('q_zy between x2-y2 and yz', q[2, 1, X2Y2, YZ], '', 6)
show('first-order dg_par', dg[0])
show('first-order dg_perp', dg[1])
show('first-order g_par', g_e + dg[0])
show('first-order g_perp', g_e + dg[1])
show('contact part, par and perp', -kappa*P, 'MHz', 2)
show('dipolar part of order zero, par', -4*P/7, 'MHz', 2)
show('dipolar part of order zero, perp', 2*P/7, 'MHz', 2)
show('orbital part, par', P*dg[0], 'MHz', 2)
show('orbital part, perp', P*dg[1], 'MHz', 2)
show('dipolar cross part, par', 3*P*dg[1]/7, 'MHz', 2)
show('dipolar cross part, perp', -3*P*dg[1]/14, 'MHz', 2)
show('A_par/h, first-order formula', A1[0], 'MHz', 2)
show('A_perp/h, first-order formula', A1[1], 'MHz', 2)
show('A_par/hc, first-order formula', A1[0]*to_wave, '1e-4 cm^-1', 2)
show('A_perp/hc, first-order formula', A1[1]*to_wave, '1e-4 cm^-1', 2)
show('dg_par, diagonalization', dgfull[0])
show('dg_perp, diagonalization', dgfull[1])
show('A_par/h, diagonalization', Afull[0], 'MHz', 2)
show('A_perp/h, diagonalization', Afull[1], 'MHz', 2)
show('A_par/h, formula with diagonalized dg', Ag[0], 'MHz', 2)
show('A_perp/h, formula with diagonalized dg', Ag[1], 'MHz', 2)
show('change of A_par/h if g_e/2 is kept', Age[0] - Afull[0], 'MHz', 2)
show('change of A_perp/h if g_e/2 is kept', Age[1] - Afull[1], 'MHz', 2)
show('error ratio on doubling zeta, par', ratio[0], '', 3)
show('error ratio on doubling zeta, perp', ratio[1], '', 3)
show('P/h recovered from diagonalized g and A', P_fit, 'MHz', 2)
show('kappa recovered from diagonalized g and A', kappa_fit)
print('PASS')
```

Running it gives:

```
gap x2-y2 to xy: 16000 cm^-1
gap x2-y2 to xz,yz: 20000 cm^-1
gap x2-y2 to z2: 14000 cm^-1
spin-orbit constant zeta: 500 cm^-1
nuclear g factor g_N: 1.5
<r^-3>: 7.0 a0^-3
kappa: 0.3
free-electron g_e: 2.002319
P/h: 1001.81 MHz
spin density at nucleus implied by kappa: -0.2504 a0^-3
contact field factor from current (8pi/3): 8.377580
dipolar zz average from current (-4/7): -0.571429
q_zz in x2-y2: -0.571429
q_xx in x2-y2: 0.285714
q_zx between x2-y2 and xz: 0.428571
q_zy between x2-y2 and yz: -0.428571
first-order dg_par: 0.2500
first-order dg_perp: 0.0500
first-order g_par: 2.2523
first-order g_perp: 2.0523
contact part, par and perp: -300.54 MHz
dipolar part of order zero, par: -572.46 MHz
dipolar part of order zero, perp: 286.23 MHz
orbital part, par: 250.45 MHz
orbital part, perp: 50.09 MHz
dipolar cross part, par: 21.47 MHz
dipolar cross part, perp: -10.73 MHz
A_par/h, first-order formula: -601.09 MHz
A_perp/h, first-order formula: 25.05 MHz
A_par/hc, first-order formula: -200.50 1e-4 cm^-1
A_perp/hc, first-order formula: 8.35 1e-4 cm^-1
dg_par, diagonalization: 0.2445
dg_perp, diagonalization: 0.0461
A_par/h, diagonalization: -606.23 MHz
A_perp/h, diagonalization: 25.44 MHz
A_par/h, formula with diagonalized dg: -608.29 MHz
A_perp/h, formula with diagonalized dg: 21.95 MHz
change of A_par/h if g_e/2 is kept: -0.64 MHz
change of A_perp/h if g_e/2 is kept: 0.32 MHz
error ratio on doubling zeta, par: 4.011
error ratio on doubling zeta, perp: 3.981
P/h recovered from diagonalized g and A: 1004.09 MHz
kappa recovered from diagonalized g and A: 0.2966
PASS
```
